Temperature profile and thermal healing length of a Joule-heated filament, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: heat balance on a slice

A conducting filament of length L carries a steady current between two electrodes at temperature T₀. It loses heat through its ends to the electrodes and through its side to the surrounding oxide. With x measured from the middle of the filament, the temperature rise θ = T − T₀, averaged over the cross-section, is

θ(x) = (q/g) [1 − cosh(x/λ)/cosh(L/2λ)],  λ = √(kA/g).

Here q is the Joule heat produced per unit length, g is the heat lost sideways per unit length and per kelvin of rise, k is the thermal conductivity of the filament and A its cross-section. The length λ is the thermal healing length. A filament much shorter than λ is cooled through its ends, and one much longer than λ is cooled through its side. The two limiting expressions for the peak temperature are equal at L = √8 λ.

### The model

The filament is a cylinder of radius a, so A = πa². It has electrical conductivity σ and carries a current I of uniform density. Its resistance per unit length is 1/(σA), which gives

q = I²/(σA).

An oxide shell of thermal conductivity k_ox surrounds the filament out to radius b, where the temperature is again T₀. The interface between filament and oxide has a thermal conductance G per unit area: a heat flux j across it requires a temperature jump j/G. The electrodes are perfect heat sinks, so θ = 0 at x = ±L/2. All material properties are taken as independent of temperature.

### The lateral conductance

Let the filament surface be warmer than T₀ by θ, and let the heat leaving sideways per unit length be Φ. For the moment, heat in the shell is taken to flow radially. No heat is produced in the oxide, so the same Φ crosses every cylinder of radius r between a and b:

Φ = −2πr k_ox dT/dr.

Dividing by r and integrating from a to b gives the temperature drop across the shell,

ΔT_shell = Φ ln(b/a)/(2πk_ox).

At the interface the flux is Φ/(2πa), so the jump there is

ΔT_interface = Φ/(2πaG).

The two drops add up to θ, because the same heat passes through both resistances in turn. With g defined by Φ = gθ,

1/g = ln(b/a)/(2πk_ox) + 1/(2πaG) = N/(2πk_ox),

N = ln(b/a) + k_ox/(Ga).

The number N compares the two resistances directly: its first term belongs to the oxide and its second to the interface.

### The balance and its solution

Consider the slice of filament between x and x + dx. The heat current along +x is J = −kA dθ/dx. Heat J(x) enters on the left, J(x + dx) leaves on the right, q dx is produced inside, and gθ dx leaves through the side. In the steady state these sum to zero:

J(x) − J(x + dx) + q dx − gθ dx = 0.

Dividing by dx and letting dx go to zero gives −dJ/dx + q − gθ = 0. Inserting J, with kA constant, turns the first term into +kA θ″:

kA θ″ − gθ + q = 0.

Dividing by g shows that one length governs the equation:

λ² θ″ − θ + q/g = 0,  λ² = kA/g.

The constant θ = q/g is a particular solution. It is the temperature rise at which all heat produced in a slice leaves through the side of that slice. The difference θ − q/g obeys λ²y″ = y, whose solutions are cosh(x/λ) and sinh(x/λ). The equation and both end conditions are unchanged when x is replaced by −x, so the solution is even and the sinh is absent:

θ = q/g + C cosh(x/λ).

The condition θ(L/2) = 0 gives C = −(q/g)/cosh(L/2λ), which is the stated profile.

### What the healing length measures

With the formula for g, the healing length becomes

λ² = kπa² N/(2πk_ox) = k a² N/(2k_ox),

λ = a √(kN/(2k_ox)).

It grows when the filament conducts better and when the surroundings insulate better. It contains neither the length nor the current.

Its meaning is clearest near one end of a long filament. Let s = L/2 − x be the distance from the right-hand electrode. When L/2 and x are both much larger than λ, each cosh may be replaced by half its growing exponential, and the ratio becomes

cosh(x/λ)/cosh(L/2λ) ≈ exp[(x − L/2)/λ] = exp(−s/λ).

Therefore

θ ≈ (q/g)(1 − e^(−s/λ)).

The electrode disturbs the plateau q/g over a distance λ. At s = λ the rise has reached 1 − 1/e, or 63 %, of the plateau.

### The two regimes of the peak temperature

The profile is highest at x = 0. With

u = L/(2λ),

the peak rise is

θ_peak = (q/g)(1 − 1/cosh u).

For a long filament, u ≫ 1, the second term vanishes and θ_peak → q/g. This side-cooled value depends on neither the length nor the conductivity k. It is inversely proportional to g, so the oxide and its interface set the temperature.

For a short filament, cosh u = 1 + u²/2 + u⁴/24 + …. Its reciprocal follows from 1/(1 + z) = 1 − z + z² − …, with z = u²/2 + u⁴/24:

1/cosh u = 1 − u²/2 + (1/4 − 1/24)u⁴ + … = 1 − u²/2 + 5u⁴/24 + ….

Hence

θ_peak = (q/g)(u²/2)(1 − 5u²/12 + …).

Since u² = gL²/(4kA), the factor g cancels in front:

θ_peak = [qL²/(8kA)] (1 − 5u²/12 + …).

The leading term is the peak of the parabola that solves kAθ″ + q = 0. The oxide enters through the small correction alone, which is proportional to g.

The limiting values qL²/(8kA) and q/g are equal when L² = 8kA/g, that is, at L = √8 λ. Nothing abrupt happens there. At this length u = √2, and the actual peak is 0.541 of the plateau.

### Where the heat goes

The slope of the profile at the right-hand end is θ′(L/2) = −(q/g)(1/λ) tanh u. The heat leaving through that end is

−kA θ′(L/2) = (kA/g)(q/λ) tanh u = qλ tanh u,

because kA/g = λ². Both ends together carry 2qλ tanh u out of a total production qL. With L = 2λu, the fraction leaving through the ends is

f_end = tanh u/u.

It tends to 1 for a short filament and to 1/u = 2λ/L for a long one. In a long filament the end regions thus drain the heat of a length λ each. The fraction equals one half at u = 1.915, or L = 3.83 λ. This criterion puts the boundary at a greater length than the crossing of the peak values does, so the boundary between the regimes should be quoted together with its criterion.

The remaining heat leaves through the side, where the loss is gL times the mean rise. The mean rise is therefore (q/g)(1 − tanh u/u), and

θ_peak/θ_mean = (1 − 1/cosh u)/(1 − tanh u/u).

For small u the numerator is u²/2 and the denominator u²/3, which gives 3/2, the value for a parabola. For large u the ratio tends to 1, since most of the filament lies on the plateau.

### A worked example at fixed current

The parameters are round model values: a = 4 nm, b = 12 nm, k = 10 W/(m K), k_ox = 1 W/(m K), G = 10⁸ W/(m² K), σ = 10⁶ S/m and I = 200 µA. The cross-section is A = 50.27 nm², so the current density is 4 × 10⁸ A/cm². This is far above what metal lines carry in steady operation, and effects such as electromigration are outside the model. For the lateral conductance,

N = 1.0986 + 2.5000 = 3.599,

g = 2π × 1/3.599 = 1.746 W/(m K).

The interface supplies 2.5/3.599, or 69 %, of the lateral resistance. The healing length follows from

λ² = 10 × 50.27 nm²/1.746 = 287.9 nm²,  λ = 17.0 nm.

The limiting peaks cross at L = 48 nm, and half the heat leaves through the ends at L = 65 nm. The heating is

q = (2 × 10⁻⁴)²/(10⁶ × 5.027 × 10⁻¹⁷) ≈ 796 W/m,

and the plateau is 796/1.746 ≈ 456 K.

For L = 10 nm, u = 0.295. The parabola predicts a peak of 19.8 K, and the full formula gives 19.1 K. The ends remove 97 % of the heat. Doubling g lowers the peak by 3.4 %, close to the 5u²/12 = 3.6 % expected from the leading correction.

For L = 50 nm, u = 1.473 and the peak is 257 K. Neither limit is useful here: the parabola gives 495 K and the plateau is 456 K. The ends carry 61 % of the heat, and doubling g lowers the peak by 33 %.

For L = 200 nm, u = 5.894 and the peak is 453 K, within 1 % of the plateau. The parabola would give about 7900 K, which shows how badly the end-cooled formula fails outside its regime. Doubling g nearly halves the peak. The ends still carry 17 % of the heat, although they hardly affect the middle.

### The same filament at fixed voltage

Let V be the voltage across the filament itself, without contacts or series resistors. Then I = σAV/L, and the heating is q = σAV²/L². Since A/g = λ²/k and λ²/L² = 1/(4u²),

θ_peak = (σV²/4k)(1 − 1/cosh u)/u².

For u ≪ 1 the last factor (1 − 1/cosh u)/u² tends to 1/2, and

θ_peak → σV²/(8k).

The length and the radius have dropped out. A shorter filament produces more heat at the same voltage, but it also conducts that heat away more easily. For u ≫ 1 the factor tends to 1/u² = 4λ²/L², and

θ_peak → σ(V/L)²λ²/k.

Now the field V/L determines the temperature. If switching requires a given temperature rise, an end-cooled filament in this model therefore has a threshold voltage and a side-cooled filament a threshold field.

The threshold voltage depends on the perfect heat sinks at the ends. If each contact has a thermal conductance G_e per unit area, half of the heat crosses it and, without side loss, adds qL/(2G_eA) to the rise. This is small compared with qL²/(8kA) only if L ≫ 4k/G_e. For k = 10 W/(m K) and G_e = 10⁹ W/(m² K), the length 4k/G_e is 40 nm, so in a device with such contacts the voltage needed by a short filament would still depend on its length.

For a rise of 300 K, the end-cooled limit is

V = √(8 × 10 × 300/10⁶) = 0.155 V,

and the side-cooled limit is

V/L = √(10 × 300/10⁶)/(17.0 nm) = 3.2 MV/m.

The filament of 10 nm needs 0.158 V and that of 50 nm needs 0.215 V, a modest increase for five times the length. The filament of 200 nm needs 0.647 V, which is 3.2 MV/m. Numerical solutions of the slice balance show the change of law: going from 5 to 10 nm multiplies the required voltage by 1.013, and going from 200 to 400 nm multiplies it by 1.994.

## Second derivation: axial modes of the full cylinder

The first derivation treated a filament of radius a, length L, cross-section A = πa² and conductivity k, heated by q per unit length. The oxide shell has conductivity k_ox and outer radius b, and the interface has conductance G per unit area. The radial conductance of the surroundings is g = 2πk_ox/N, with N = ln(b/a) + k_ox/(Ga). The result was

θ(x) = (q/g)[1 − cosh(x/λ)/cosh(L/2λ)],  λ² = kA/g.

That derivation gave each slice a single temperature and let heat in the oxide flow radially. The second derivation starts from heat conduction in the whole cylinder, filament and shell, and makes neither assumption. The profile emerges as its leading approximation, with bounds on the error of its mean along the filament.

### The full problem, one axial mode at a time

Let T(r, x) now denote the rise above the electrode temperature. In the filament, with heat production q/A per unit volume,

k[(1/r) ∂(r ∂T/∂r)/∂r + ∂²T/∂x²] + q/A = 0.

In the shell the same equation holds with k_ox and without the source. The rise is zero at r = b and on the end planes x = ±L/2, for the shell as well as for the filament. The electrodes are thus taken to cover the ends of the oxide too.

The functions cos(px) with

p = (2n + 1)π/L,  n = 0, 1, 2, …

are even and vanish at both ends. Multiply the heat equation by (2/L)cos(px) and integrate over x. In the term with ∂²T/∂x², two integrations by parts move the derivatives onto the cosine. The boundary terms vanish because both T and cos(px) are zero at the ends. The term becomes −p² times the mode amplitude

f(r) = (2/L) ∫ T(r, x) cos(px) dx.

The uniform source has the amplitude

c = (2/L) ∫ cos(px) dx = (2/L)(2/p) sin(pL/2) = 4(−1)ⁿ/(pL).

Each mode therefore obeys an ordinary radial equation. In the filament,

(1/r)(r f′)′ − p² f + qc/(kA) = 0.

Let F be the average of f over the cross-section, and let Φ = −2πa k f′(a) be the heat of this mode leaving through the side. Multiplying the radial equation by 2πkr and integrating from 0 to a gives

−Φ − kAp² F + qc = 0.

This is an energy balance for the mode: the heat produced leaves either along the filament or through its side. It can be written

F = qc/D,  D = kAp² + Φ/F.

All the detail of the radial problem is contained in the ratio Φ/F.

The slice balance has given the temperature profile and its two cooling regimes, and the full cylinder has been reduced to one radial problem per axial mode, with all its detail in the ratio Φ/F. It remains to sum the modes, which recovers the profile as the leading approximation, and to bound the error of its mean.

Numbers in the example were calculated in double precision.
